**Local fields and dielectric constants of cubic and tetragonal dipole lattices**

The program examines \(\mathbf E_{\rm loc}=\mathbf E+\Lambda\mathbf P\), where \(\mathbf E\) is the macroscopic field, \(\mathbf P\) the dipole moment per volume and \(\Lambda\) the local-field tensor. It asserts that Ewald summation gives \(\Lambda=4\pi/3\) times the unit matrix on the sc, bcc and fcc lattices, and a trace of \(4\pi\) on the tetragonal lattices and one triclinic lattice. Direct dipole sums in spherical and spheroidal cavities, added to the field of the cavity's surface charge, are asserted to reproduce the Ewald values of \(\Lambda_{zz}\). For polarizability \(\alpha=10\) bohr³ and cell volume \(\Omega=100\) bohr³, the Clausius-Mossotti relation gives a dielectric constant \(\varepsilon=3.162\) on cubic lattices. A 41-layer slab, solved without using \(\Lambda\), is asserted to give the same dielectric constants for the simple cubic lattice and for simple tetragonal lattices with \(c/a=0.9\) and 1.1. At \(c/a=1.1\) the output shows \(\varepsilon_{xx}=3.408\) and \(\varepsilon_{zz}=2.796\), so the cubic relation misjudges \(\alpha\) by +6.3% and −10.6%, respectively. The body-centred tetragonal lattice recovers the cubic value at \(c/a=1\) and \(\sqrt2\).

## Check in Python

```python
"""Local field and Clausius-Mossotti relation for a lattice of point dipoles.

Result under test: the field on a site is E_loc = E + Lambda P, where E is the
macroscopic field and P = p/volume.  Trace(Lambda) = 4 pi on every Bravais
lattice.  On cubic lattices Lambda = 4 pi/3, which gives
    (eps - 1)/(eps + 2) = 4 pi alpha/(3 volume).
On tetragonal lattices Lambda_xx and Lambda_zz generally differ and
    eps_ii = 1 + 4 pi x/(1 - Lambda_ii x),  x = alpha/volume.
Rydberg atomic units (e^2 = 2, Coulomb potential q/r): lengths in bohr,
alpha in bohr^3; Lambda and eps are dimensionless.
"""
import numpy as np
from scipy.special import erfc
from scipy.integrate import quad

PI = np.pi
LORENTZ = 4 * PI / 3


def unit_volume(vectors):
    """Scale lattice vectors (rows) to cell volume 1."""
    vectors = np.array(vectors, dtype=float)
    return vectors / abs(np.linalg.det(vectors)) ** (1 / 3)


def simple_tetragonal(ratio):
    return unit_volume([[1, 0, 0], [0, 1, 0], [0, 0, ratio]])


def centred_tetragonal(ratio):
    return unit_volume([[1, 0, 0], [0, 1, 0], [0.5, 0.5, ratio / 2]])


def lattice_points(vectors, radius):
    """All nonzero lattice points in a box of indices that covers the radius."""
    reach = np.ceil(radius * np.linalg.norm(np.linalg.inv(vectors), axis=0))
    axes = [np.arange(-int(m), int(m) + 1) for m in reach]
    index = np.stack(np.meshgrid(*axes, indexing="ij"), axis=-1).reshape(-1, 3)
    index = index[np.any(index != 0, axis=1)]
    return index @ vectors


def ewald_lambda(vectors, eta_factor=1.0):
    """Local-field tensor at zero macroscopic field, by Ewald summation."""
    volume = abs(np.linalg.det(vectors))
    eta = eta_factor * np.sqrt(PI) / volume ** (1 / 3)
    # short-range part: second derivatives of erfc(eta r)/r
    points = lattice_points(vectors, 6.5 / eta)
    r = np.linalg.norm(points, axis=1)
    gauss = 2 * eta / np.sqrt(PI) * np.exp(-(eta * r) ** 2)
    diagonal = erfc(eta * r) / r**3 + gauss / r**2
    dyadic = 3 * erfc(eta * r) / r**5 + gauss * (3 / r**4 + 2 * eta**2 / r**2)
    tensor = (points * dyadic[:, None]).T @ points - np.eye(3) * diagonal.sum()
    # smooth part in reciprocal space; G = 0 is absent because E = 0
    waves = lattice_points(2 * PI * np.linalg.inv(vectors).T, 13 * eta)
    g2 = np.sum(waves**2, axis=1)
    weight = np.exp(-g2 / (4 * eta**2)) / g2
    tensor -= 4 * PI / volume * (waves * weight[:, None]).T @ waves
    # remove the field of the site's own Gaussian dipole
    tensor += np.eye(3) * 4 * eta**3 / (3 * np.sqrt(PI))
    return volume * tensor


def cavity_factor(aspect):
    """Field at the centre of a spheroidal cavity from its surface charge, P = 1.

    Semi-axes are 1, 1, aspect; the polarization is along the third axis."""
    def integrand(t):
        s, c = np.sin(t), np.cos(t)
        return 4 * PI * aspect * s * c**2 / (s**2 + (aspect * c)**2) ** 1.5
    return quad(integrand, 0, PI / 2, epsabs=1e-12)[0]


def inner_sum(vectors, aspect):
    """Direct zz dipole sum in a spheroid, for lattices of cell volume 1.

    The smooth edge averages over similar spheroids of different size."""
    points = lattice_points(vectors, 20.0 * max(1.0, aspect))
    x, y, z = points.T
    size = np.sqrt(x**2 + y**2 + (z / aspect) ** 2)
    keep = size < 20.0
    x, y, z, size = x[keep], y[keep], z[keep], size[keep]
    r2 = x**2 + y**2 + z**2
    edge = 0.5 * erfc((size - 11.0) / 2.0)
    return np.sum(edge * (3 * z**2 - r2) / r2**2.5)


def square_plane_sum(reach=400):
    """Sum of 1/r^3 over a unit square lattice, continuum beyond the square."""
    n = np.arange(-reach, reach + 1)
    r2 = (n[:, None] ** 2 + n[None, :] ** 2).astype(float)
    r2[reach, reach] = np.inf
    return np.sum(r2**-1.5) + 4 * np.sqrt(2) / (reach + 0.5)


def slab_epsilon(ratio, alpha, volume, layers=41):
    """eps_xx and eps_zz from the dipoles in the middle of a finite slab."""
    a = (volume / ratio) ** (1 / 3)
    spacing = ratio * a
    n = np.arange(-8, 9)
    g = 2 * PI / a * np.sqrt(n[:, None] ** 2 + n[None, :] ** 2).ravel()
    kernel = np.array([-square_plane_sum() / a**3] +
                      [2 * PI / a**2 * np.sum(g * np.exp(-g * m * spacing))
                       for m in range(1, layers)])
    site = np.arange(layers)
    normal = kernel[abs(site[:, None] - site[None, :])]
    in_plane = -normal / 2      # zero trace and square symmetry
    applied = np.ones(layers)
    unit = np.eye(layers) / alpha
    p_normal = np.linalg.solve(unit - normal, applied)[layers // 2] / volume
    p_plane = np.linalg.solve(unit - in_plane, applied)[layers // 2] / volume
    # normal field: D = 1 and E = D - 4 pi P; in-plane field: E = 1
    return 1 + 4 * PI * p_plane, 1 / (1 - 4 * PI * p_normal)


def epsilon(lam, x):
    return 1 + 4 * PI * x / (1 - lam * x)


cubic = {
    "sc": unit_volume(np.eye(3)),
    "bcc": unit_volume([[-1, 1, 1], [1, -1, 1], [1, 1, -1]]),
    "fcc": unit_volume([[0, 1, 1], [1, 0, 1], [1, 1, 0]]),
}
alpha, volume = 10.0, 100.0
x = alpha / volume
print(f"alpha = {alpha:.1f} bohr^3, cell volume = {volume:.1f} bohr^3")
print(f"alpha/volume = {x:.3f} (dimensionless)")
print(f"4 pi/3 = {LORENTZ:.8f}, 4 pi = {4 * PI:.8f} (dimensionless)")

# Cubic lattices: the full tensor, not only its trace
print("Ewald Lambda on cubic lattices (dimensionless):")
for name, vectors in cubic.items():
    lam = ewald_lambda(vectors)
    assert np.allclose(lam, LORENTZ * np.eye(3), atol=1e-9)
    print(f"  {name:3s} xx = {lam[0, 0]:.8f}, zz = {lam[2, 2]:.8f}")

# Trace rule and independence of the Gaussian width on a lattice of low symmetry
triclinic = unit_volume([[1, 0, 0], [0.3, 1.2, 0], [0.2, -0.4, 0.9]])
lam_tri = ewald_lambda(triclinic)
assert np.allclose(lam_tri, ewald_lambda(triclinic, 1.3), atol=1e-9)
assert abs(np.trace(lam_tri) - 4 * PI) < 1e-9
assert np.max(abs(lam_tri - LORENTZ * np.eye(3))) > 0.1
print(f"triclinic test lattice: trace Lambda = {np.trace(lam_tri):.8f}")

# Lorentz cavities of two shapes against the Ewald result
assert abs(cavity_factor(1.0) - LORENTZ) < 1e-10
print("Cavity term + direct inner sum = Lambda_zz (dimensionless):")
cavity_cases = dict(cubic)
cavity_cases["st 1.1"] = simple_tetragonal(1.1)
cavity_cases["bct 1.2"] = centred_tetragonal(1.2)
for name, vectors in cavity_cases.items():
    target = ewald_lambda(vectors)[2, 2]
    for aspect in (1.0, 2.0):
        outer, inner = cavity_factor(aspect), inner_sum(vectors, aspect)
        assert abs(outer + inner - target) < 1e-5
        if name in ("sc", "st 1.1"):
            print(f"  {name:6s} axis ratio {aspect:.0f}: {outer:.5f} + "
                  f"({inner + 0.0:.5f}) = {outer + inner:.5f}")

# Clausius-Mossotti against a slab whose layer dipoles are solved directly
y = LORENTZ * x
eps_cm = (1 + 2 * y) / (1 - y)
slab_xx, slab_zz = slab_epsilon(1.0, alpha, volume)
assert abs(slab_xx - eps_cm) < 1e-5 and abs(slab_zz - eps_cm) < 1e-5
local_ratio = 1 + LORENTZ * (eps_cm - 1) / (4 * PI)
assert abs(local_ratio - (slab_xx - 1) / (4 * PI * x)) < 1e-5
print(f"4 pi alpha/(3 volume) = {y:.5f} (dimensionless)")
print(f"cubic eps, Clausius-Mossotti = {eps_cm:.5f}")
print(f"sc slab: eps in-plane = {slab_xx:.5f}, normal = {slab_zz:.5f}")
print(f"cubic E_loc/E = {local_ratio:.5f}")
print(f"eps without local field (Lambda = 0) = {epsilon(0.0, x):.5f}")

# Tetragonal lattices at the same volume
print("Tetragonal, same volume: c/a, Lambda_xx, Lambda_zz, eps_xx, eps_zz")
results = {}
for label, build, ratios in (
        ("st", simple_tetragonal, (0.9, 1.0, 1.1)),
        ("bct", centred_tetragonal, (0.9, 1.0, 1.2, np.sqrt(2), 1.6))):
    for ratio in ratios:
        lam = ewald_lambda(build(ratio))
        assert abs(np.trace(lam) - 4 * PI) < 1e-9
        assert abs(lam[0, 0] - lam[1, 1]) < 1e-9
        exx, ezz = epsilon(lam[0, 0], x), epsilon(lam[2, 2], x)
        results[label, round(ratio, 3)] = (lam[2, 2], exx, ezz)
        print(f"  {label:3s} {ratio:.4f}  {lam[0, 0]:.5f}  {lam[2, 2]:.5f}"
              f"  {exx:.5f}  {ezz:.5f}")
assert abs(results["st", 0.9][0] - LORENTZ) > 0.5
assert abs(results["st", 1.1][0] - LORENTZ) > 0.5
assert abs(results["bct", 1.2][0] - LORENTZ) > 1e-3
assert abs(results["bct", 1.0][0] - LORENTZ) < 1e-9
assert abs(results["bct", 1.414][0] - LORENTZ) < 1e-9

for ratio in (0.9, 1.1):
    slab = slab_epsilon(ratio, alpha, volume)
    assert np.allclose(slab, results["st", ratio][1:], atol=1e-5)
    print(f"st slab c/a = {ratio:.1f}: eps_xx = {slab[0]:.5f}, "
          f"eps_zz = {slab[1]:.5f}")

# Error made by reading alpha from the cubic relation on a tetragonal lattice
print("alpha read from the cubic relation, st c/a = 1.1:")
for axis, eps in zip(("xx", "zz"), slab):
    false_alpha = volume / LORENTZ * (eps - 1) / (eps + 2)
    assert abs(false_alpha - alpha) > 0.1
    print(f"  from eps_{axis}: {false_alpha:.4f} bohr^3, "
          f"error {100 * (false_alpha / alpha - 1):+.2f} percent")

print("ALL CHECKS PASSED")
```

It prints:

```
alpha = 10.0 bohr^3, cell volume = 100.0 bohr^3
alpha/volume = 0.100 (dimensionless)
4 pi/3 = 4.18879020, 4 pi = 12.56637061 (dimensionless)
Ewald Lambda on cubic lattices (dimensionless):
  sc  xx = 4.18879020, zz = 4.18879020
  bcc xx = 4.18879020, zz = 4.18879020
  fcc xx = 4.18879020, zz = 4.18879020
triclinic test lattice: trace Lambda = 12.56637061
Cavity term + direct inner sum = Lambda_zz (dimensionless):
  sc     axis ratio 1: 4.18879 + (-0.00000) = 4.18879
  sc     axis ratio 2: 2.18107 + (2.00772) = 4.18879
  st 1.1 axis ratio 1: 4.18879 + (-1.18400) = 3.00479
  st 1.1 axis ratio 2: 2.18107 + (0.82372) = 3.00479
4 pi alpha/(3 volume) = 0.41888 (dimensionless)
cubic eps, Clausius-Mossotti = 3.16244
sc slab: eps in-plane = 3.16244, normal = 3.16244
cubic E_loc/E = 1.72081
eps without local field (Lambda = 0) = 2.25664
Tetragonal, same volume: c/a, Lambda_xx, Lambda_zz, eps_xx, eps_zz
  st  0.9000  3.49264  5.58109  2.93110  3.84377
  st  1.0000  4.18879  4.18879  3.16244  3.16244
  st  1.1000  4.78079  3.00479  3.40771  2.79643
  bct 0.9000  4.12973  4.30691  3.14068  3.20730
  bct 1.0000  4.18879  4.18879  3.16244  3.16244
  bct 1.2000  4.17965  4.20707  3.15904  3.16926
  bct 1.4142  4.18879  4.18879  3.16244  3.16244
  bct 1.6000  4.28701  3.99234  3.19962  3.09173
st slab c/a = 0.9: eps_xx = 2.93110, eps_zz = 3.84377
st slab c/a = 1.1: eps_xx = 3.40771, eps_zz = 2.79643
alpha read from the cubic relation, st c/a = 1.1:
  from eps_xx: 10.6293 bohr^3, error +6.29 percent
  from eps_zz: 8.9413 bohr^3, error -10.59 percent
ALL CHECKS PASSED
```
